# When Exponential Leakage Leaves a Heated Device Without a Steady State, part 2

A device whose leakage power grows with temperature may have no steady temperature. Let \(T\) be its temperature in kelvin, \(T_a\) the fixed ambient temperature and \(\theta=T-T_a\) the rise. With leakage \(P_0\) at ambient, temperature coefficient \(\beta\), heat capacity \(C\) and thermal resistance \(R\) to ambient, the single-temperature exponential model is

\[
P(\theta)=P_0e^{\beta\theta},\qquad
C\frac{d\theta}{dt}=P_0e^{\beta\theta}-\frac{\theta}{R}.
\]

With \(x=\beta\theta\), \(\tau=RC\), \(s=t/\tau\) and \(\lambda=\beta RP_0\), this becomes

\[
\frac{dx}{ds}=\lambda e^x-x .
\]

For \(\lambda<1/e\) there is a cooler, stable state and a hotter, unstable one; they merge at \(x=1\) when \(\lambda=1/e\). For \(\lambda>1/e\) there is none, and a device starting at ambient has the formal runaway time

\[
t_b=\tau\int_0^\infty\frac{dx}{\lambda e^x-x}.
\]

The loop gain \(R\,dP/dT\) is below one at a stable state. With an added temperature-independent power \(P_d\), no steady state exists when

\[
\beta RP_0e^{\beta RP_d}>\frac1e .
\]

The alternative Arrhenius law, with activation energy \(E\) and Boltzmann constant \(k_B\), is

\[
P=P_0\exp\left[\frac{E}{k_B}\left(\frac1{T_a}-\frac1T\right)\right],
\]

where \(E=\beta k_BT_a^2\) matches the slope at ambient. With \(\delta=1/(\beta T_a)\), its threshold in the example is \(\lambda_c=0.4337\), at \(x_c=1.44\). Above it, no steady state exists in the working range.

The example, a processor in static burn-in, has \(T_a=360\) K, \(P_0=20\) W, \(\beta=0.020\) K\(^{-1}\), \(C=200\) J/K and a temperature limit of 450 K. The good cooler has \(R=0.8\) K/W and \(\lambda=0.320\), with a stable rise of 28.02 K and an unstable one of 81.24 K. The poor cooler has \(R=1.5\) K/W, \(\lambda=0.600\) and \(\tau=300\) s; starting at ambient, the device runs away and reaches 450 K after 808.5 s.

### The plateau close to threshold

Close to threshold, the device spends a long time near \(x=1\). Write \(\lambda=(1+\varepsilon)/e\) with small \(\varepsilon>0\), and let \(y=x-1\). Since \(\lambda e^x=(1+\varepsilon)e^y\), the denominator in \(t_b\) is

\[
D(y)=(1+\varepsilon)e^y-1-y .
\]

Expanding the exponential gives

\[
D=q+r,\qquad q=\varepsilon+\frac{y^2}{2},\qquad
r=\varepsilon y+\frac{y^3}{6}+\rho ,
\]

where \(\rho\) contains the remaining terms. On \(|y|\le1/2\), \(|\rho|\) is at most a constant times \(y^2q\), because its terms begin with \(\varepsilon y^2/2\) and \(y^4/24\). Similarly, \(|r|\) is at most a constant times \(|y|q\).

Use the identity

\[
\frac1D=\frac1q-\frac r{q^2}+\frac{r^2}{q^2D}.
\]

The part of \(r/q^2\) that comes from \(\varepsilon y+y^3/6\) is odd and integrates to zero over \(-1/2\le y\le1/2\). The part from \(\rho\) is bounded by a constant times \(y^2/q\le2\). In the last term, \(r^2/q^2\) is bounded by a constant times \(y^2\), while \(D\ge e^y-1-y\ge y^2/3\) on this interval, so that term is bounded too. The large contribution is therefore

\[
\int_{-1/2}^{1/2}\frac{dy}{\varepsilon+y^2/2}
=2\sqrt{\frac2\varepsilon}\arctan\frac{1}{2\sqrt{2\varepsilon}} .
\]

For positive \(a\), \(\arctan(1/a)=\pi/2-\arctan a\), and \(\arctan a\le a\). With \(a=2\sqrt{2\varepsilon}\), the integral differs from \(\pi\sqrt{2/\varepsilon}\) by at most \(2\sqrt{2/\varepsilon}\times2\sqrt{2\varepsilon}=8\). Outside the interval, \(D\ge e^y-1-y\), whose reciprocal has a finite integral there. Thus

\[
\frac{t_b}{\tau}=\pi\sqrt{\frac2\varepsilon}+\text{a bounded term}
\qquad(\varepsilon\to0).
\]

For \(\varepsilon=0.01\), the full integral is 41.36 and the leading law gives 44.43. For \(\varepsilon=10^{-6}\), the values are 4439.77 and 4442.88. The difference is \(-3.11\) at the smallest excess, so the leading law overestimates the time, by about 7% of the full value at \(\varepsilon=0.01\).

The consequence for a stability test is concrete. With \(R=1.5\) K/W, the exponential model has its threshold at \(P_0=12.26\) W. At 1% above this power, runaway takes \(41.36\times300\approx12{,}400\) s, or about 3.4 hours, most of it spent near 410 K. A temperature that changes little for several time constants is not proof of a steady state.

At the threshold itself there is no runaway from ambient. With \(\varepsilon=0\) and \(y<0\),

\[
\frac{d}{ds}\left(-\frac1y\right)=\frac{1}{y^2}\frac{dy}{ds}
=\frac{e^y-1-y}{y^2}\longrightarrow\frac12
\]

as \(y\to0\). Hence \(-1/y\) grows as \(s/2\) to leading order, and \(1-x\approx2/s\). The approach is algebraic instead of exponential. At \(s=1000\), the computed value of \((1-x)s/2\) is 1.002.

### Separate die and heat-sink temperatures

A heat sink stores most of the heat, while the leakage responds to the die temperature. Let \(\theta_1,C_1\) belong to the die and \(\theta_2,C_2\) to the sink. Let \(R_1\) connect die to sink and \(R_2\) sink to ambient, with \(R_1+R_2=R\) and \(C_1+C_2=C\). Then

\[
C_1\dot\theta_1=P(\theta_1)-\frac{\theta_1-\theta_2}{R_1},\qquad
C_2\dot\theta_2=\frac{\theta_1-\theta_2}{R_1}-\frac{\theta_2}{R_2}.
\]

In steady conditions the same power crosses both resistances. Therefore \(\theta_2=R_2P\), \(\theta_1-\theta_2=R_1P\), and their sum is \(\theta_1=RP\). The steady states and the threshold are unchanged.

The stability condition also survives. Let \(G=dP/dT\) at a steady state. The determinant of the linearized system, multiplied by \(C_1C_2\), is

\[
-\left(G-\frac1{R_1}\right)\left(\frac1{R_1}+\frac1{R_2}\right)-\frac1{R_1^2}
=\frac{1-GR}{R_1R_2}.
\]

It is positive for \(GR<1\). Then \(G<1/R<1/R_1\), so the trace is negative and the state is stable. For \(GR>1\) the determinant is negative and the state is unstable.

The transient does change. With \(R_1=0.2\) K/W and \(C_1=10\) J/K, the poor cooler lets the die reach 450 K after 553.0 s instead of 808.5 s, with total \(R\) and total \(C\) held fixed. A capacity of 10 J/K stands for the die together with its lid. A bare silicon die of 400 mm\(^2\) holds only about 0.6 J/K, and with \(C_1=0.5\) J/K the time is 534 s. The single-temperature model is therefore unsafe as a time estimate: the actual time in the two-temperature model is 32% shorter.

The cause can be isolated by neglecting the small die capacity. Then \(\theta_2=\theta_1-R_1P\), so \(d\theta_2=(1-\beta R_1P)\,d\theta_1\). The net power into the sink is

\[
P-\frac{\theta_1-R_1P}{R_2}
=\frac{R}{R_2}\left(P-\frac{\theta_1}{R}\right),
\]

and the time element becomes

\[
dt=C_2\frac{R_2}{R}\,
\frac{(1-\beta R_1P)\,d\theta_1}{P-\theta_1/R}.
\]

Compared with the single-temperature result, the constant factor is \((190\times1.3)/(200\times1.5)=0.823\). The factor \(1-\beta R_1P\) is at most \(1-0.020\times0.2\times20=0.92\). Together they limit the time to \(0.823\times0.92\times808.5\approx612\) s in this approximation. The start shortens the time further: with the sink at ambient, the die begins at \(\theta_1=R_1P\), about 4 K above ambient, instead of at zero. Integrating the time element from this start gives 506 s, somewhat below the full 553 s because the heat stored in \(C_1\) has been left out. The sink lags behind the die, so at a given die temperature less heat has been stored and, during runaway, less heat is being lost to ambient. The approximation requires \(\beta R_1P<1\). It holds up to 450 K, where \(P=20e^{1.8}\approx121\) W and \(\beta R_1P\approx0.48\).

### Other corrections to the threshold

Silicon conducts heat less well when hot. Let \(0.1\) K/W of the total resistance belong to silicon and grow as \((T/T_a)^{1.3}\). Using the device temperature for all the silicon overstates the effect within this description, since part of the silicon is cooler. The threshold leakage falls from 12.26 to 12.11 W for the poor cooler and from 22.99 to 22.48 W for the good one. Neglecting this correction errs on the unsafe side, but the effect is small.

Resistance in the supply line acts in the other direction. Let the source voltage be \(V_0=1.0\) V, the line resistance \(r=0.5\) m\(\Omega\) and the leakage current \(I\). The device voltage is \(V_0-rI\). Drain-induced barrier lowering makes leakage depend on this voltage, so

\[
I=I_0\exp(\beta\theta-\gamma rI),\qquad
\gamma=\frac{d}{n k_BT_a/q},
\]

with \(q\) the elementary charge, barrier lowering \(d=0.1\) V/V and ideality factor \(n=1.5\), and with \(\gamma\) held at its ambient value. Here \(P_0=V_0I_0\) denotes the ambient leakage without line drop. Inserting \(\theta=RI(V_0-rI)\) and taking the logarithm gives

\[
\ln I_0=\ln I-\beta RI(V_0-rI)+\gamma rI .
\]

For \(r=0\) the right side has its maximum at \(I=1/(\beta RV_0)\). To first order in \(r\), the shift of that maximum value is the explicit change at the old maximum:

\[
\Delta\ln P_0=r(\beta RI^2+\gamma I)
=rI\left(\frac1{V_0}+\gamma\right).
\]

The current at threshold is \(1/(0.020\times1.5\times1.0)=33\) A for the poor cooler and 62.5 A for the good one, so the good cooler gains more. The full calculation raises the thresholds to 12.96 W and 25.62 W. A regulator that holds the voltage at the device removes this benefit.

Arrhenius leakage is the largest of the three corrections for both coolers. It raises the thresholds to 14.46 W and 27.11 W. All three effects together give 15.38 W and 30.69 W, for steady states below a rise of 200 K. The actual 20 W remains above the first value and below the second, so both verdicts survive. An ambient leakage of 14 W on the poor cooler would be a different matter: the exponential model predicts runaway, while the combined model admits a steady state.

The leakage law also affects time. With Arrhenius leakage and one temperature, the poor cooler reaches 450 K after 1075.3 s, 33% later than with exponential leakage. This correction and the die-to-sink correction have opposite signs, but their combined effect on time was not calculated.

### The example beside a real burn-in

Burn-in uses elevated temperature and often elevated voltage, which makes leakage important. Tens of watts of leakage and a doubling interval of a few tens of kelvin are plausible for a leaky, high-performance processor, but both vary strongly with technology and voltage. A heat capacity of 200 J/K corresponds roughly to 0.2 kg of aluminium. The resistance of 1.5 K/W is high for a processor cooler and stands for a poor contact or weak airflow. The 450 K limit is also high for such a part; protection would normally act earlier. The assumption that most changes the threshold among those sized here is the pure exponential, at 18% of \(1/e\) against a single Arrhenius law. The sign of this correction is not general. Real leakage is a sum of components, and one with a high activation energy, such as junction leakage, can make the slope of \(\ln P\) rise with temperature. If 3% of the ambient leakage has an activation energy of 1.12 eV, with the total slope at ambient still 0.020 K\(^{-1}\), the threshold falls to \(\lambda=0.29\), and the good cooler loses its steady state in the working range. Uneven leakage across the die has not been sized and needs a spatial thermal model. Leakage components that vary little with temperature belong in \(P_d\), not in \(P_0\).

### Applying the criterion

1. Measure the power at the intended voltage with the device held at the intended ambient temperature and at several temperatures just above it. Subtract any part that does not vary with temperature, since it would lower the slope and make \(\beta\) too small. The remainder \(P\) equals \(P_0\) at ambient, and the slope of \(\ln P\) against \(T\) gives \(\beta\). If the slope falls with temperature, as in the Arrhenius law, an average over a wide range gives too small a \(\beta\) and can let an unstable device pass; in the example this needs a range of more than about 64 K. If the slope rises with temperature, the slope at ambient is itself too small and the comparison with \(1/e\) is unsafe, so the curve should be measured up to the permitted temperature. Pulses short enough to avoid self-heating keep the device at each set temperature.
2. Take \(R\) from the leaking region to ambient, including the contact and the heat sink.
3. Collect all constant power, including the part subtracted in step 1, in \(P_d\), and compare \(\beta RP_0e^{\beta RP_d}\) with \(1/e\). For constant \(R\), fixed voltage and uniform temperature, a value below \(1/e\) gives a stable state in the exponential model.
4. Check that this state lies below the permitted temperature and that the device starts well below the unstable state. That state is the exact dividing line only in the one-temperature model: if the heat sink starts as hot as the die, runaway can begin from a lower die temperature. For the good cooler with \(R_1=0.2\) K/W and \(C_1=10\) J/K, an equal start of die and sink runs away from a rise of 62 K instead of 81 K.
5. If the value is near \(1/e\), or if the slope of \(\ln P\) rises anywhere below the permitted temperature, use the measured leakage curve \(P(T)\) in \(P_d+P(T)=(T-T_a)/R\), and require \(R\,dP/dT<1\) at the chosen solution.
6. For a protection time, use at least separate die and sink temperatures.

The fractional uncertainties of \(\beta\), \(R\) and \(P_0\) enter \(\lambda\) with equal weight. For the good cooler without constant power, \(\lambda\) is 13% below \(1/e\). An increase of 15% in any one of the three, with the other two fixed, is enough to remove the steady state in the exponential model. The numerical output below lists the main computed values.

## Calculated quantities

```
Ambient temperature: 360 K; ambient leakage: 20 W
beta: 0.020 1/K; leakage doubles every 34.7 K
Heat capacity: 200 J/K
R good: 0.8 K/W; R poor: 1.5 K/W
lam good: 0.320; lam poor: 0.600
1/e: 0.3679
Threshold resistance at this P0: 0.9197 K/W
Rise at threshold: 50.00 K
Leakage at threshold / P0: 2.7183
tau good: 160 s; tau poor: 300 s
Good cooler, stable: rise 28.02 K, T 388.02 K
  leakage 35.03 W, loop gain 0.5605
Good cooler, unstable: rise 81.24 K, T 441.24 K
  leakage 101.55 W, loop gain 1.6248
Good cooler, relaxation time: 364.0 s
At threshold, (1-x)*s/2 at s=1000: 1.0022
Good cooler, largest constant extra power: 8.71 W
  same with Arrhenius leakage: 29.65 W
  shifted lam with 10 W extra: 0.3755
Poor cooler, initial heating rate: 0.1000 K/s
Poor cooler, slowest rate: 0.0815 K/s
  reached at rise: 25.54 K
Poor cooler, time to 450 K: 808.5 s
Poor cooler, formal runaway time: 933.8 s
  in units of tau: 3.1128
  lower bound C/(beta*P0): 500.0 s
Runaway time / tau near threshold (integral, leading law):
  lam*e-1 = 1e-01: 11.130, 14.050
  lam*e-1 = 1e-02: 41.364, 44.429
  lam*e-1 = 1e-04: 441.182, 444.288
  lam*e-1 = 1e-06: 4439.773, 4442.883
  offset at smallest excess: -3.110
Threshold ambient leakage in W (good cooler, poor cooler):
  exponential model: 22.99, 12.26
  Arrhenius leakage: 27.11, 14.46
  silicon conductivity: 22.48, 12.11
  supply-line drop: 25.62, 12.96
  all three: 30.69, 15.38
Silicon part of R: 0.1 K/W, exponent 1.3
Supply: 1.0 V, line 0.5 mohm
Barrier lowering: 0.1 V/V; ideality 1.5
Arrhenius energy: 0.2234 eV
Arrhenius delta: 0.1389; x_c: 1.4400; lam_c: 0.4337
Arrhenius, good cooler stable T: 385.97 K
Arrhenius, poor cooler formal T: 37886 K
Arrhenius, poor cooler time to 450 K: 1075.3 s
Die-to-sink R: 0.2 K/W; die C: 10 J/K
Die and sink separate, time to 450 K: 553.0 s
```
